Self-learning hybrid Monte Carlo: invariance and acceptance with surrogate trajectories

1. Definitions and conventions

Let q denote all nuclear coordinates and V(q) the potential energy from a chosen first-principles method. V must be a single-valued function of q. The target is the classical canonical distribution

π(q) ∝ exp[−βV(q)], β = 1/(kT).

"Exact sampling" means that π is the stationary distribution of the Markov chain. Errors of the electronic-structure method, quantum motion of the nuclei and finite-run statistics are separate matters.

A surrogate U(q) is a cheap approximation to V. Its parameters are frozen during the run. Define

ε(q) = V(q) − U(q), K(p) = Σ p²/(2m), H(q,p) = K(p) + V(q).

For a trajectory that starts at (q,p) and ends at (q′,p′), the symbol Δ means end minus start. One move consists of four operations.

(a) Draw p from the Maxwell distribution, proportional to exp(−βK).
(b) Make n velocity-Verlet steps of length h with the surrogate force f = −∂U/∂q.
(c) Compute V(q′) and x = βΔH = β(ΔV + ΔK).
(d) Accept q′ with probability min(1, e^(−x)). Otherwise keep q and count it again in the averages.

Each move needs one new first-principles energy and no first-principles force. Rydberg atomic units are used: energy in Ry, length in bohr, mass in 2mₑ and time in ħ/Ry, so that K = p²/(2m) keeps its usual form.

2. Why the target distribution is invariant

One Verlet step is a half kick P, a drift D and a second half kick P:

P: p → p + ½h f(q), D: q → q + hp/m.

Each operation shifts one set of variables by a function of the other set. Its Jacobian matrix is triangular with ones on the diagonal, so its determinant is 1. The whole trajectory T = (PDP)ⁿ therefore preserves phase-space volume.

Let F reverse all momenta. Applying F, then P, then F gives

p → −p → −p + ½h f(q) → p − ½h f(q),

which is the inverse of P. In the same way FDF = D⁻¹. Since F² = 1, it can be inserted between all factors of T:

FTF = (P⁻¹D⁻¹P⁻¹)ⁿ = T⁻¹.

The last equality holds because PDP reads the same in both directions. Define Φ = FT. Then Φ² = (FTF)T = T⁻¹T = 1: the map Φ is its own inverse, and its Jacobian has absolute value 1. The final momentum reversal does not change H, and the next move discards the momentum anyway.

Write z = (q,p) and a(z) = min(1, exp{−β[H(Φz) − H(z)]}). Multiplication by the Boltzmann factor gives

e^(−βH(z)) a(z) = min[e^(−βH(z)), e^(−βH(Φz))]. (1)

The right side is unchanged when z and Φz are exchanged. For any observable g, the substitution z → Φz therefore gives

∫dz e^(−βH(z)) a(z) g(Φz) = ∫dz e^(−βH(z)) a(z) g(z). (2)

The average of g after the move contains a(z)g(Φz) from accepted moves and [1 − a(z)]g(z) from rejected ones. By (2) the two terms with a cancel, and what remains is the average before the move. Thus exp(−βH) is invariant. Drawing new momenta also preserves it, and integration over p leaves π(q).

Neither the quality of U nor the size of h entered the proof. They affect how fast the chain converges, and whether it does, but not the invariance of π. What matters is that the acceptance uses V, that the map is reversible and volume preserving, and that the same map serves the forward and the reverse move.

These conditions can be tested by quadrature over the phase space of one anharmonic site. Start in equilibrium, make one move, and record the changes of ⟨q⟩ and ⟨q²⟩, divided by ℓ and ℓ² with ℓ = (kT/k)^(1/2), where k is the site force constant. The site potential, mass, time step and number of steps are those of section 7, and the surrogate is ½kq². The larger magnitude is 2.0×10⁻⁸ for the correct scheme. This residue is quadrature error and changes with the grid (other grids give 10⁻⁷ to 10⁻⁶); the exact value is zero. It is 0.20 if the acceptance uses U instead of V, and 0.036 if explicit Euler steps replace Verlet steps.

3. What self-learning may change, and when

Suppose that the surrogate is retrained on the current configuration before each trajectory. The forward move from q then uses U_q, while the reverse move from q′ uses U_q′. The reverse trajectory does not in general return to q, so Φ² = 1 fails. The Jacobian in general differs from 1 as well, because the forces now depend on the starting point. Equation (2) no longer follows. In the one-site test, a surrogate stiffness k[1 + ½ tanh(q/ℓ)] set by the starting point q produces a scaled drift of 0.15, although every acceptance uses the correct V.

A safe protocol separates learning from production. Configurations are collected, U is fitted and then frozen, an initial part of the new run is discarded, and averages are taken from the rest. The training data need not follow π. A poor training set leaves π invariant, but it can make the proposal so poor that the chain hardly moves from some configurations.

Invariance does not guarantee convergence, for which the chain must also be able to reach all relevant configurations. A harmonic surrogate shows how this can fail. With a = h²ω², one Verlet step acts linearly on (q,p) through the matrix M with rows

(1 − a/2, h/m), (−mω²h(1 − a/4), 1 − a/2).

Its determinant is 1 and its trace is 2 − a. For hω = 1 the trace is 1, and the Cayley–Hamilton relation reads M² = M − 1. Then M³ = M² − M = −1 and M⁶ = 1. A trajectory of six steps returns every configuration to its start for any momentum. Every move is accepted and nothing is sampled. The trap is removed by varying h or n at random between moves, provided that, for each mode, at least one of the choices makes the end point depend on the drawn momentum of that mode. Mixing three and six steps is not enough, because M³ = −1 only turns q into −q. Random variation is allowed if the choice is independent of the state, since each choice separately leaves π invariant.

4. The distribution of the acceptance variable

Add and subtract U in the energy change:

ΔH = Δ(V − U) + Δ(K + U) = Δε + δ. (3)

The first term is the change of the surrogate error. The second, δ, is the failure of the integrator to conserve the surrogate Hamiltonian. A constant offset between V and U cancels in Δε.

For one harmonic mode δ can be found in closed form. The matrix M conserves

p²/(2m) + ½mω²(1 − h²ω²/4)q².

To check this, write M with diagonal elements c and off-diagonal elements B (upper) and C (lower). In p² − (C/B)q² the cross terms after one step are 2cCqp − 2cCqp = 0, and both squares are multiplied by c² − BC = 1. Here −C/B = m²ω²(1 − h²ω²/4), and division by 2m gives the stated quantity. Subtracting its zero change from the change of the ordinary energy leaves

δ = (mω⁴h²/8)(q′² − q²).

In this model δ is of order h² for a fixed trajectory duration. It can be reduced by cheap surrogate steps, whereas Δε cannot.

Now let angle brackets denote averages over starting points in equilibrium. Since x(Φz) = −x(z), the substitution z → Φz gives, for any function b,

⟨b(−x)⟩ = ⟨e^(−x) b(x)⟩. (4)

The factor e^(−x) is the ratio of the Boltzmann weights at Φz and z. In terms of the probability density ρ of x, (4) reads

ρ(−y) = e^(−y) ρ(y). (5)

The choice b = 1 gives ⟨e^(−x)⟩ = 1. Because the exponential is convex, ⟨x⟩ ≥ 0: on average a proposal does not lower H.

The mean acceptance is A = ⟨min(1, e^(−x))⟩. Group the values y and −y for y > 0. Their total density is S(y) = ρ(y)(1 + e^(−y)). The accepted part is

ρ(−y) + e^(−y)ρ(y) = 2e^(−y)ρ(y) = S(y)·2/(1 + e^y) = S(y)[1 − tanh(y/2)].

Summation over all pairs gives

A = 1 − ⟨tanh(|x|/2)⟩. (6)

This holds without any assumption about the shape of ρ beyond (5). In the one-site quadrature both sides equal 0.90117.

5. A general bound, and why variance alone is not enough

For non-negative arguments tanh is concave and increasing. With r² = ⟨x²⟩, concavity gives the first inequality below, and ⟨|x|⟩ ≤ r gives the second:

⟨tanh(|x|/2)⟩ ≤ tanh(⟨|x|⟩/2) ≤ tanh(r/2).

Therefore

A ≥ 1 − tanh(r/2) = 2/(1 + e^r). (7)

Equality holds when |x| has a single value. Note that r² = Var(x) + ⟨x⟩², so the bound contains the mean as well as the variance.

The variance does not determine A. Consider laws in which x = 0 with probability 1 − u and x = ±L with total probability u, the two signs being weighted according to (5). Then

⟨x⟩ = uL tanh(L/2), Var(x) = uL² − u²L² tanh²(L/2), A = 1 − u tanh(L/2).

Three laws with Var(x) = 1 can be compared:

single magnitude, u = 1, L = 1.179: A = 0.47 (the smaller root; L = 4.25 also gives variance 1, with A = 0.03)
Gaussian: A = 0.62
rare large errors, u = 0.0286, L = 6: A = 0.97

At large L two values of u give variance 1. One has 1 − u ≈ 1/L², and A approaches 0. The other, the case of rare errors, has u ≈ 1/L², and A approaches 1. A large variance may thus come from a few trajectories that enter a region where the surrogate is poor. The average acceptance then looks good, although moves into that region are mostly rejected if V lies well above U there, and moves out of it are mostly rejected if V lies well below U. The distribution of x should be inspected along with A.

6. The Gaussian law and its limits

Assume that x is Gaussian with mean μ and standard deviation s. The logarithm of ρ(y)/ρ(−y) is

[−(y − μ)² + (y + μ)²]/(2s²) = 2μy/s².

By (5) it must equal y, so

μ = s²/2. (8)

The mean is not a free parameter. For the acceptance, (5) also gives

∫₀^∞ e^(−y)ρ(y) dy = ∫₀^∞ ρ(−y) dy = Prob(x < 0).

Proposals with x < 0 are all accepted and contribute the same amount again. Hence

A = 2 Prob(x < 0) = erfc[μ/(s√2)] = erfc[s/(2√2)]. (9)

This is the precise sense in which the variance fixes the acceptance. If δ is negligible, s² = β²Var(Δε).

For small s, erfc(t) ≈ 1 − 2t/√π gives

1 − A ≈ s/√(2π). (10)

The rejection rate is linear in the energy error, not quadratic. For large s, erfc(t) ≈ e^(−t²)/(t√π) gives

A ≈ [2√2/(s√π)] exp(−s²/8). (11)

Equation (11) needs more than a Gaussian centre. By (5) the accepted moves are distributed symmetrically about x = 0, half of them with x > 0, so they come from the region around zero, which lies s/2 standard deviations below the mean. For large s this is a tail of the distribution, where a central-limit argument may fail.

The spread of ε over sampled configurations gives an estimate without trajectories. In general

Var(Δε) = Var(ε′) + Var(ε) − 2Cov(ε′,ε),

where ε′ is the error at the proposed end point, before acceptance. If the two variances are equal and the covariance vanishes, s² = 2β²σ², with σ the standard deviation of ε. Insertion into (9) yields the static estimate

A ≈ erfc(βσ/2). (12)

Equal variances are an assumption, because proposed end points do not follow π before the acceptance step.

Size dependence follows if ε = Σᵢεᵢ is a sum of local errors with short-ranged correlations. Each site then contributes its own variance and a finite sum of covariances, so σ² = Nσ₁², where σ₁ is an effective error per site that includes these covariances. At fixed σ₁ the acceptance falls with N. To hold it fixed, σ₁ must decrease as N^(−1/2).

7. A chain with a known answer

The example is a periodic chain of N = 64 sites at 300 K, where kT = 1.900 mRy. The target is an analytic model standing in for a first-principles energy, and it represents no particular material:

V = Σᵢ [½kqᵢ² + ¼gqᵢ⁴ + w sin(κqᵢ) + ½c(qᵢ − qᵢ₋₁)²].

The parameters are k = 0.04 and c = 0.02 Ry/bohr², g = 0.1 Ry/bohr⁴, w = 0.30 mRy and κ = 8 bohr⁻¹. Each site has mass 20 u, and a trajectory has 10 steps of 5 fs.

The surrogate contains the correct coupling between sites and replaces the site potential by a polynomial without constant term. Its coefficients are fitted by least squares to total energies, together with a free constant. Minimizing over that constant turns the mean squared residual into the variance of ε over the training set, which estimates the σ² of (12) when the training set follows π. A quadratic surrogate is fitted, used and refitted. A quartic one is then trained on the configurations reached. The results below come from the second quadratic surrogate and the quartic one, each frozen during its run, with 2000 walkers.

For the quadratic surrogate σ = 0.548 kT, the standard deviation of Δε is 0.891 kT and that of δ is 0.068 kT. The two are weakly correlated, so the spread of their sum, s = 0.901, is slightly larger than the root of the summed squares. Equation (9) then predicts

A = erfc(0.901/2.828) = erfc(0.319) = 0.652,

while the counted acceptance is 0.672. The general bound (7), with r = 0.979, is 0.546. The measured mean of x is 0.382, and (8) gives 0.901²/2 = 0.406, a difference of 6% relative to the latter.

The static estimate is 0.698, higher than the count. The reason can be traced to its assumptions: √2 × 0.548 = 0.775, but the measured spread of Δε is 0.891. The end-point variance, the covariance, or both must therefore differ from what was assumed. Recording ε at the proposed end points separates the two effects. Its spread there is about 0.67 kT and its correlation with the starting value is about −0.07, so roughly three quarters of the excess variance comes from the wider end-point distribution.

For the quartic surrogate σ falls to 0.135 kT and s to 0.211. The small-error form (10) gives

1 − A ≈ 0.211/2.507 = 0.084,

against a counted rejection rate of 1 − 0.9225 = 0.078. The integration error, 0.067 kT, is now a visible part of the total: (0.067/0.211)² ≈ 0.10 of the variance of x. Improving U alone could still raise the acceptance, but even a surrogate equal to V would leave the integration error, so s would not vanish at this time step.

The excess kurtosis of x, zero for a Gaussian, is 1.0 for the quadratic and 6.6 for the quartic surrogate. These values are rough, above all the second, because a fourth moment depends strongly on rare large values. In this run x is less Gaussian for the better surrogate. The data do not identify the cause. The Gaussian law nevertheless predicts both acceptances within 0.02. Relative to the counted rejection rate, its error is 6% and 9%.

8. Checking the ensemble and the size law

The averages of this chain can be found without Monte Carlo. Let v be the site potential and define the kernel

T(y,y′) = exp{−β[½v(y) + ½v(y′) + ½c(y − y′)²]}.

Multiplying N such kernels around the ring gives each site potential twice with weight ½ and each bond once. The configurational partition function is therefore Tr Tᴺ, and for a single-site observable b

⟨b⟩ = Tr(b Tᴺ)/Tr Tᴺ.

Diagonalizing T on a grid evaluates both traces. The same calculation with the polynomial in place of v gives the ensemble that the surrogate would produce on its own.

Of the three observables compared, q, q² and the sine energy, the last has the largest relative bias in the surrogate ensemble. Its values per site, ⟨w sin κq⟩, in μRy are:

target, transfer matrix: −33.4
quadratic surrogate's own ensemble: −26.4
hybrid sampling, quadratic surrogate: −33.4 ± 0.2
hybrid sampling, quartic surrogate: −33.2 ± 0.1

The uncertainties are one standard error. The surrogate ensemble is wrong by 21% relative to the target value (20% to 22% when the fit is repeated on other equilibrium training sets of the same size), and the acceptance step removes this bias within statistics. The mean displacement is less revealing: −0.0237 bohr for the target and −0.0242 bohr for the surrogate ensemble. Agreement in low moments does not establish agreement in other observables. For q, q² and the sine energy, all sampled averages pass the test of lying within five standard errors of the transfer-matrix values.

A ring of 16 sites with the same quadratic surrogate has s = 0.453. The ratio of the variances of x for 64 and 16 sites is 3.95, close to the factor 4 expected for local errors. The acceptance rises to 0.835, and (9) gives 0.821. The excess kurtosis is 3.6, against 1.0 for the larger ring. The first value is rough, since other samples give about 3.5 to 6.5, so only the trend can be compared. This is the expected trend: for a sum of independent terms the second and fourth cumulants both grow as N, so the excess kurtosis, the fourth cumulant divided by the squared variance, falls as 1/N.

9. An accuracy target for training

Setting A = 0.5 in (12) gives βσ = 0.954. The allowed effective error per site is

σ₁ = 0.954 kT/√N.

For N = 64 this is 0.954 × 1.900/8 = 0.227 mRy, or 3.1 meV. For N = 1000 it is 0.057 mRy, or 0.78 meV. Note that σ₁ = σ/√N is not the energy error per atom usually quoted for fitted potentials, which is the total-energy error divided by N. In that measure the target is σ/N = 0.954 kT/N, or 0.39 meV for N = 64 and 0.025 meV for N = 1000. Both values refer to 300 K and are proportional to T. They inherit the assumptions of (12), which overestimated the acceptance of the quadratic surrogate by 0.027 at βσ = 0.548. The overestimate is larger near βσ = 0.954. A ring of 194 sites with the same surrogate has βσ ≈ 0.95 and an acceptance of about 0.46 instead of 0.50, so a training target should leave some margin.

A practical error analysis follows from (3). Measure the spreads of Δε and δ separately. If δ dominates, shorten the surrogate time step. If Δε dominates, improve the surrogate or try a shorter trajectory. Shortening reduces Δε once the trajectory is short enough for ε′ to stay correlated with ε, but it also moves the configuration less. The useful measure is then the statistical error of the desired average for a given number of first-principles energies, since the acceptance rate by itself can be high for moves that sample nothing. The main values quoted here are collected in the numerical output.

Table of computed values

```
temperature 300 K; kT = 1.9001 mRy
site mass 20 u = 18228.9 (2 m_e)
k = 0.04 Ry/bohr^2; bond c = 0.02 Ry/bohr^2
quartic g = 0.1 Ry/bohr^4
sine amplitude 0.30 mRy; kappa 8.0 /bohr
time step 5.0 fs; steps per trajectory 10
sites 64; independent walkers 2000
reversal error 1.1e-16; Jacobian 1.00000000
One site, largest scaled moment drift per move (no unit):
  correct scheme 2.0e-08
  surrogate-energy acceptance 0.2029
  state-dependent surrogate 0.1453
  explicit Euler 0.0363
  <exp(-x)> = 1.0000000
  acceptance 0.90117; tanh identity 0.90117
  full-period displacement 2.4e-15 bohr
Acceptance for three laws of x with variance 1:
  single |x| = 1.1788: 0.4705
  Gaussian: 0.6171
  |x| = 6 with probability 0.0286: 0.9716
Surrogate of degree 2, 64 sites:
  coefficients (Ry/bohr^j, j=1..4): 0.00114 0.02357 0.00000 0.00000
  std eps 0.5481 kT; std change 0.8907 kT
  std integration error 0.0676 kT
  x: std 0.9009, mean 0.3823, half variance 0.4058
  x: excess kurtosis 0.995, rms 0.9787
  acceptance counted 0.6717; tanh 0.6697
  Gaussian 0.6524; static 0.6984; bound 0.5463
Surrogate of degree 4, 64 sites:
  coefficients (Ry/bohr^j, j=1..4): 0.00202 0.02024 -0.01271 0.02374
  std eps 0.1351 kT; std change 0.1991 kT
  std integration error 0.0671 kT
  x: std 0.2114, mean 0.0222, half variance 0.0224
  x: excess kurtosis 6.647, rms 0.2126
  acceptance counted 0.9225; tanh 0.9233
  Gaussian 0.9158; static 0.9239; bound 0.8941
<q> (bohr): transfer matrix -0.02369; degree-2 surrogate ensemble -0.02424
  sampled, degree 2: -0.02374 +- 0.00013
  sampled, degree 4: -0.02355 +- 0.00009
<q^2> (bohr^2): transfer matrix 0.02475; degree-2 surrogate ensemble 0.02513
  sampled, degree 2: 0.02478 +- 0.00003
  sampled, degree 4: 0.02474 +- 0.00002
sine energy/site (microRy): transfer matrix -33.37894; degree-2 surrogate ensemble -26.36016
  sampled, degree 2: -33.38616 +- 0.16791
  sampled, degree 4: -33.20513 +- 0.11865
16 sites, degree 2: std x 0.4534, excess kurtosis 3.606
  acceptance 0.8353; Gaussian 0.8206
variance ratio 64/16 sites: 3.948
std eps for 50% acceptance: 0.9539 kT
  allowed per site, N=64: 0.2266 mRy = 3.082 meV
  allowed per site, N=1000: 0.0573 mRy = 0.780 meV
```
